# How a positive squared-slope term sharpens mound crests and flattens valleys, part 1

(Sections cited here and not found follow in the second part.)

## The second harmonic of a growing mound array

Before a continuum equation for mound growth is integrated or fitted to a surface profile, one must decide whether to keep a term proportional to the second derivative of the squared slope, and with which sign. Without it, a mound array that starts as a pure cosine keeps crests and valleys of equal shape. With it, the two differ already at second order in the mound height, and the sense of the difference gives the sign of the coefficient. The decision therefore rests on how this term shapes a mound, how large the effect is, and when it can be read from a profile.

Let $h(x,t)$ be the surface height measured from its mean, in a frame that rises with the growing film, and let $m=h_x$ be the slope. Subscripts $x$ and $t$ denote derivatives. The surface varies along one direction, has no overhangs and loses no atoms by evaporation. Deposited material is then only redistributed, and the height obeys a conservation law with a surface current $J$, positive toward increasing $x$:

$$h_t=-J_x,\qquad J=\nu m+K m_{xx}-\lambda (m^2)_x .$$

Inserting the current into the conservation law gives

$$h_t=-\nu h_{xx}-K h_{xxxx}+\lambda (h_x^2)_{xx},\qquad \nu>0,\; K>0 .$$

The algebra contains no quantum constant and holds in any consistent units, atomic units included. Numbers are given in nanometres and seconds.

The first part of the current is the source of the Villain instability. An adatom that meets a descending step edge has to pass an additional barrier to go down, so more atoms attach to the ascending step than to the descending one. The net current runs uphill: it has the sign of $m$. Where $h_{xx}<0$, as at a crest, $-\nu h_{xx}$ is positive and the crest rises. The second part smooths the surface at short wavelengths.

The third part is the simplest one that distinguishes up from down. Under the reflection $x\to-x$ a current must change sign. The slope changes sign as well, while $m^2$ does not, so a current proportional to $m^2$ is forbidden on a surface without a preferred direction. One derivative repairs this: $(m^2)_x=2mm_x$ does change sign. The product $hh_x$ also changes sign, but a current cannot depend on the level from which the height is measured. Among the quadratic currents built from the slope and its derivatives, $(m^2)_x$ is thus the one with the fewest derivatives that the reflection allows.

The action of this term can be seen before any harmonic is calculated. Expanding the derivative,

$$\lambda(m^2)_{xx}=2\lambda\left(m_x^2+m\,m_{xx}\right).$$

At a crest and at a valley floor $m=0$, and the right side becomes $2\lambda h_{xx}^2$. For positive $\lambda$ it is positive at both places. The term therefore lifts crests and valley floors alike. Because its average over a period vanishes, as the average of any derivative of a periodic function does, the material must come from the flanks. On a profile close to a cosine, a crest that is lifted while its flanks sink becomes sharper, and a valley floor that is lifted while its flanks sink becomes flatter. This is not true of every shape. At a symmetric crest or valley the term changes $h_{xx}$ at the rate $8\lambda h_{xx}h_{xxxx}$, so on a flat-topped profile, where $h_{xx}$ and $h_{xxxx}$ have the same sign, the curvatures at first change in the opposite sense, until the smoothing has removed the higher harmonics.

To make this quantitative, take a mound array with a crest at $x=0$,

$$h=A\cos\theta,\qquad \theta=kx,\qquad m=-Ak\sin\theta .$$

The identity $\sin^2\theta=(1-\cos2\theta)/2$ gives

$$m^2=\frac{A^2k^2}{2}\left(1-\cos2\theta\right).$$

Two derivatives remove the constant and turn $\cos2\theta$ into $-4k^2\cos2\theta$. The two minus signs combine to a plus:

$$\lambda(m^2)_{xx}=\lambda\,\frac{A^2k^2}{2}\,4k^2\cos2\theta=2\lambda A^2k^4\cos2\theta .$$

The forcing is a pure second harmonic. It equals $+2\lambda A^2k^4$ at crests and valley floors, where $\cos2\theta=1$, in agreement with $2\lambda h_{xx}^2$ for $h_{xx}=\mp Ak^2$.

The surface must now be allowed to respond. Without the quadratic term, $\cos qx$ has $h_{xx}=-q^2h$ and $h_{xxxx}=q^4h$, so its amplitude grows at the rate

$$\sigma(q)=\nu q^2-Kq^4 .$$

Write $\sigma_1=\sigma(k)$ and $\sigma_2=\sigma(2k)=4\nu k^2-16Kk^4$, and let

$$h=A(t)\cos\theta+B(t)\cos2\theta+\dots$$

with $B=0$ at the start. Since the forcing is proportional to $A^2$, $B$ is of second order in $A$. The products of $A$ and $B$ in the squared slope are of third order and are left out for now. Collecting the coefficients of $\cos\theta$ and $\cos2\theta$ gives

$$A'=\sigma_1A,\qquad B'=\sigma_2B+2\lambda k^4A^2 ,$$

where the prime is a time derivative. The first equation has the solution $A=A_0e^{\sigma_1t}$. In the second, multiply by $e^{-\sigma_2t}$; the terms containing $B$ then combine into one derivative,

$$\frac{d}{dt}\left(Be^{-\sigma_2t}\right)=2\lambda k^4A_0^2\,e^{(2\sigma_1-\sigma_2)t} .$$

Integrating from zero to $t$ and multiplying by $e^{\sigma_2t}$,

$$B(t)=2\lambda k^4A_0^2\int_0^t e^{\sigma_2(t-s)}e^{2\sigma_1s}\,ds
=2\lambda k^4A_0^2\,\frac{e^{2\sigma_1t}-e^{\sigma_2t}}{2\sigma_1-\sigma_2} .$$

The integrand is positive whatever the signs of the two rates. To second order in the amplitude, $B$ therefore has the sign of $\lambda$ at every wave number and every $t>0$. In the fraction, numerator and denominator change sign together. If $2\sigma_1=\sigma_2$, the integral is $te^{\sigma_2t}$, which is also positive.

The sign is general in this sense, but the size has a simple form only in part of the range of wave numbers. The difference of the rates is

$$2\sigma_1-\sigma_2=2\nu k^2-2Kk^4-4\nu k^2+16Kk^4=2k^2\left(7Kk^2-\nu\right).$$

When $k^2>\nu/(7K)$ it is positive, and the second exponential becomes negligible beside the first. The second harmonic is then locked to the square of the first:

$$B=\frac{2\lambda k^4A^2}{2\sigma_1-\sigma_2}=\frac{\lambda k^2A^2}{7Kk^2-\nu} .$$

An initial second harmonic $B_0$ would add $B_0e^{\sigma_2t}$ to the solution. Relative to $A^2$ this contribution changes as $e^{(\sigma_2-2\sigma_1)t}$, so in the locked range it is forgotten, but ever more slowly as $k^2$ approaches $\nu/(7K)$. Close to this limit it can still decide the sign of $B$ when the mounds are already high. When $k^2<\nu/(7K)$ the second harmonic outgrows $A^2$. It behaves mainly as an unstable wave of its own, a given $B_0$ is not forgotten, and the sign of $B$ then reveals the sign of $\lambda$ only if $B_0$ was negligible.

The wave that grows fastest out of a nearly flat surface follows from $d\sigma/d(k^2)=\nu-2Kk^2=0$, so $k^2=\nu/(2K)$, well inside the locked range. There

$$\sigma_1=\frac{\nu^2}{2K}-\frac{\nu^2}{4K}=\frac{\nu^2}{4K},\qquad
\sigma_2=\frac{2\nu^2}{K}-\frac{4\nu^2}{K}=-\frac{2\nu^2}{K}.$$

With $\nu=2Kk^2$ in the locked formula the denominator is $5Kk^2$, and

$$B=\frac{\lambda A^2}{5K} .$$

The coefficient $\nu$ has dropped out: at this wave number the instability sets the period and the pace, while the asymmetry at given $A$ depends on $\lambda/K$. At the neutral wave number $k^2=\nu/K$, where $\sigma_1=0$, the factor 5 becomes 6, and for $k\to\infty$ it becomes 7.

The harmonic changes the shape through the second derivative

$$h_{xx}=-k^2\left(A\cos\theta+4B\cos2\theta\right).$$

Count both curvatures as positive, $-h_{xx}$ at the crest and $+h_{xx}$ at the valley. At $\theta=0$ both cosines are 1; at $\theta=\pi$ they are $-1$ and $+1$. Hence

$$c_{\rm crest}=k^2(A+4B),\qquad c_{\rm valley}=k^2(A-4B).$$

For $\lambda>0$ the crest is sharper and the valley flatter than in the pure cosine. On a smooth profile the factor 4 makes the contrast larger in curvature than in height: the crest height is $A+B$ and the valley depth $A-B$. On a measured profile the second derivative also amplifies short-wave roughness, so it is safer to obtain $B$ by fitting the two cosines to the height. At $B=A/4$ the two-harmonic valley curvature vanishes. This marks the end of the approximation; whether the valley really splits depends on the period. At the fastest wave number the full equation keeps a single valley. Close to the locking limit, where the wave with $2k$ is itself unstable, a small new crest can form in the valley. At the fastest wave number the condition $B\ll A/4$ reads $A\ll5K/(4\lambda)$.

The crest also becomes narrower. Near the mean-height crossing put $\theta=\pi/2+\delta$. Then $\cos\theta\approx-\delta$ and $\cos2\theta\approx-1$, so $h=0$ gives $\delta=-B/A$. The surface lies above its mean for $|\theta|<\pi/2-B/A$, which is the share

$$\frac{2(\pi/2-B/A)}{2\pi}=\frac12-\frac{B}{\pi A}$$

of the period.

For a numerical case take the round values $\nu=0.05\ \mathrm{nm^2/s}$, $K=4\ \mathrm{nm^4/s}$ and $\lambda=2\ \mathrm{nm^3/s}$. The fastest wave number is

$$k=\sqrt{\frac{0.05}{2\times4}}=0.0791\ \mathrm{nm^{-1}},$$

which means a period of 79.5 nm. The rates are $\sigma_1=1.56\times10^{-4}\ \mathrm{s^{-1}}$ and $\sigma_2=-1.25\times10^{-3}\ \mathrm{s^{-1}}$. When the first harmonic has reached $A=0.4$ nm,

$$B=\frac{2\times0.4^2}{5\times4}=0.0160\ \mathrm{nm}=0.160\ \text{Å}.$$

With $k^2=0.00625\ \mathrm{nm^{-2}}$ the curvatures are $0.00625\times0.464=0.00290\ \mathrm{nm^{-1}}$ at the crest and $0.00625\times0.336=0.00210\ \mathrm{nm^{-1}}$ at the valley. Their ratio is 1.38. A second harmonic of only 4% of the first thus makes the crest 38% more curved than the valley.

Numerical integration of the full nonlinear equation, with twelve cosines and a starting amplitude of 0.05 nm, gives $B=0.0159$ nm and a curvature ratio of 1.37 at the same $A$. The share of the period above the mean is 0.487, as the formula says. The time-dependent formula was tested separately with $A_0=0.01$ nm at 0.4, 0.7, 1, 1.3 and 1.6 times the fastest wave number, after a time $\nu^{-2}4K=6400$ s. The first of these lies below the locking limit and the last describes a decaying wave. In all five cases $B$ was positive, and the largest error relative to the formula was $1\times10^{-4}$.

At $A=0.4$ nm the products of $A$ and $B$, left out so far, delay the growth and raise both curvatures. With both harmonics present, $m=-k(A\sin\theta+2B\sin2\theta)$, and the cross term of $m^2$ is

$$4ABk^2\sin\theta\sin2\theta=2ABk^2(\cos\theta-\cos3\theta).$$

Two derivatives and the factor $\lambda$ turn it into

$$-2\lambda ABk^4\cos\theta+18\lambda ABk^4\cos3\theta .$$

The first part slows the first harmonic. At the fastest wave number $k^4/\sigma_1=1/K$, so with $B=\lambda A^2/(5K)$

$$A'=\sigma_1A\left(1-\frac{2\lambda^2A^2}{5K^2}\right).$$

To leading order the correction lengthens the time to reach $A$ by $\lambda^2(A^2-A_0^2)/(5K^2\sigma_1)$, which is 50.4 s here. Added to the linear time $\ln(8)/\sigma_1=13\,308.4$ s, it gives 13 359 s, the time found numerically.

The second part creates a third harmonic $C$. It follows $AB$, which grows at the rate $3\sigma_1$, while its own linear rate is $\sigma(3k)=9\nu k^2-81Kk^4=-63\sigma_1$, since $\nu k^2=2\sigma_1$ and $Kk^4=\sigma_1$. Therefore

$$C=\frac{18\lambda k^4AB}{66\sigma_1}=\frac{3\lambda AB}{11K}=0.00087\ \mathrm{nm}.$$

It adds $9k^2C=4.9\times10^{-5}\ \mathrm{nm^{-1}}$ to both curvatures, because $\cos3\theta$ has the same sign as $\cos\theta$ at crest and valley. The mean of the two numerical curvatures, 0.002951 and 0.002147 $\mathrm{nm^{-1}}$, exceeds the second-order value $k^2A=0.002500\ \mathrm{nm^{-1}}$ by this amount. The third harmonic thus leaves the difference between crest and valley untouched at this order; the difference comes from the second.

To second order in the amplitude, a mound array that starts as a pure cosine acquires a second harmonic with the sign of $\lambda$, so for positive $\lambda$ its crests become sharper than its valleys. It remains to see whether this order holds for steady mounds of any height, which sign $\lambda$ has on a given surface, and whether the difference can be read on real films.
